# Is the vacancy migration barrier the activation energy of self-diffusion?

## Question

I want to know how fast atoms move through the interior of an fcc metal crystal, as a first step towards understanding atomic transport in interconnect lines. I built a supercell, removed one atom, relaxed the rest, and followed a neighbouring atom as it jumped into the empty site. In my model crystal the highest point of the path lies 0.49 eV above the relaxed starting state.

My plan is to put this number into \(D=D_0e^{-Q/kT}\) as \(Q\), and to scale a value of \(D\) known at 1000 K down to 600 K. The atom has to cross this barrier at every jump, so it seems to be the only energy that matters. Is the plan right? If not, what does my barrier describe?

## Answer

The plan is not right for a crystal whose vacancies are in thermal equilibrium. Your barrier says how often an atom jumps once there is an empty site beside it. It does not say how often there is one, and that also depends on temperature. With \(E_f\) the energy needed to form a vacancy and \(E_m\) your migration barrier, the equilibrium activation energy is

\[
Q\equiv-\frac{d\ln D}{d(1/kT)}=E_f+E_m .
\]

I assume that atoms move by single nearest-neighbour vacancy jumps, that vacancies are few and do not interact, that the pressure is zero, that the nuclei are classical, and that formation and migration energies and entropies do not depend on temperature. The algebra is in atomic units with \(k\) written out; numbers are in eV and angstrom. I write \(\beta=1/kT\).

### What your calculation subtracted

Let the perfect supercell have \(N\) atoms and energy \(E_{\rm bulk}(N)\). Your barrier is

\[
E_m=E_{\rm saddle}(N-1)-E_{\rm vac}(N-1).
\]

Both cells already contain a vacancy, so the cost of making it cancels.

To find that cost, the removed atom must go somewhere. In a crystal it can end up at a kink, the end of an unfinished row of atoms along a surface step. Adding it there leaves a kink of the same kind and extends the bulk by one atom, so the energy changes by the bulk energy per atom, \(E_{\rm bulk}(N)/N\). Hence

\[
E_f=E_{\rm vac}(N-1)+\frac{E_{\rm bulk}(N)}{N}-E_{\rm bulk}(N)
=E_{\rm vac}(N-1)-\frac{N-1}{N}E_{\rm bulk}(N).
\]

Adding the two energies removes \(E_{\rm vac}\):

\[
E_f+E_m=E_{\rm saddle}(N-1)-\frac{N-1}{N}E_{\rm bulk}(N).
\]

The equilibrium activation energy is thus the height of the saddle above the perfect crystal, whereas your barrier is its height above a crystal that is already defective.

### How many sites are empty

Take \(N\) atoms and \(n\) vacancies on \(N+n\) sites. The vacancies can be placed in \(\binom{N+n}{n}\) ways. Each costs the free energy \(E_f-TS_f\), where \(S_f\) is the formation entropy without the entropy of placement. The statistical weight of \(n\) vacancies is therefore

\[
\binom{N+n}{n}x^n,\qquad x=e^{S_f/k}e^{-\beta E_f}.
\]

The sum over \(n\) is a product of \(N+1\) geometric series, because \(\binom{N+n}{n}\) counts the ways of writing \(n\) as an ordered sum of \(N+1\) non-negative integers. For \(x<1\),

\[
Z=\sum_{n=0}^{\infty}\binom{N+n}{n}x^n=(1-x)^{-(N+1)} .
\]

Since \(x\,d/dx\) brings down a factor \(n\), the mean number is

\[
\langle n\rangle=x\frac{d\ln Z}{dx}=\frac{(N+1)x}{1-x}.
\]

The fraction of empty sites follows:

\[
c=\frac{\langle n\rangle}{N+\langle n\rangle}
=\frac{(N+1)x}{N(1-x)+(N+1)x}
=\frac{(N+1)x}{N+x}\;\longrightarrow\;x
\]

for large \(N\). This is where \(E_f\) enters: \(c=e^{S_f/k}e^{-\beta E_f}\).

### How often an atom uses an empty site

Let \(w\) be the rate at which a vacancy exchanges with one chosen neighbour. I describe the jump by one coordinate \(s\), with the mass \(m\) of the jumping atom and the potential

\[
V(s)=\frac{E_m}{2}\left[1-\cos\frac{2\pi s}{d}\right],
\]

where \(d\) is the neighbour distance. The wells are at \(s=0,\pm d,\dots\) and the barrier has height \(E_m\). I count every forward crossing of the top as a completed jump, which neglects immediate returns.

The rate is the probability density at the top times the mean forward velocity, with backward velocities contributing zero:

\[
\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\sqrt{\frac{kT}{2\pi m}},
\qquad
w=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-\beta E_m}}{\int_{-d/2}^{d/2}e^{-\beta V(s)}ds}.
\]

When \(kT\ll E_m\), the integral comes from the bottom of the well, where \(V\approx\tfrac12\kappa s^2\) with \(\kappa=2\pi^2E_m/d^2\). It is then \(\sqrt{2\pi kT/\kappa}\), the factors \(\sqrt{kT}\) cancel, and

\[
w\approx\nu e^{-\beta E_m},\qquad
\nu=\frac{1}{2\pi}\sqrt{\frac{\kappa}{m}}=\frac1d\sqrt{\frac{E_m}{2m}} .
\]

### From jumps to the diffusion coefficient

An atom in an fcc crystal has 12 neighbouring sites. Each is empty with probability \(c\), and an exchange with an empty one has rate \(w\), so the atom jumps at the mean rate \(12cw\).

Successive jumps \(\mathbf r_i\) are not independent. Just after a jump the vacancy sits behind the atom, and the atom is likely to go back. By the symmetry of the crystal about the jump direction, the mean of the next jump is parallel to the last one; call it \(C\mathbf r_i\). Every jump leaves the same arrangement, with the vacancy directly behind the atom, so the argument repeats and the mean of the \(j\)th later jump is \(C^j\mathbf r_i\). For a large number \(M\) of jumps,

\[
\langle R^2\rangle=Md^2\left[1+2\sum_{j=1}^{\infty}C^j\right]
=Md^2\left[1+\frac{2C}{1-C}\right]=Md^2f,
\qquad f=\frac{1+C}{1-C}.
\]

The factor 2 appears because each pair of different jumps occurs twice in the square. With \(M=12cwt\) and \(\langle R^2\rangle=6Dt\) in three dimensions,

\[
D=\frac{12\,c\,w\,d^2f}{6}=2f\,c\,w\,d^2 .
\]

If the followed atom is equivalent to the others, all exchanges have the same rate. Then \(C\) depends on the choice among equal possibilities and not on \(w\), so \(f\) is a geometric number independent of temperature. For one vacancy in a periodic cell of 1000 sites, \(C=-0.1220\) and \(f=0.8780/1.1220=0.7825\). A rough extrapolation from small cells to an infinite crystal gives 0.7814, the value used below; the converged value is 0.78145.

### The activation energy, and what the barrier describes

Inserting \(c\) and \(w\) and taking the logarithm gives

\[
\ln D=\ln(2fd^2\nu)+\frac{S_f}{k}-\beta(E_f+E_m).
\]

The first two terms do not depend on \(\beta\), so \(-d\ln D/d\beta=E_f+E_m\).

Your barrier also has a clear meaning. Follow the vacancy instead of an atom. It always has 12 atoms to exchange with, and in a pure crystal its successive jumps are uncorrelated, because after each jump it again sees 12 equivalent neighbours. Its diffusion coefficient is

\[
D_v=\frac{12wd^2}{6}=2wd^2,\qquad\text{so that}\qquad D=f\,c\,D_v .
\]

The activation energy of \(D_v\) is \(E_m\). You calculated how temperature affects the motion of vacancies; the motion of atoms carries the additional factor \(c\).

### Numbers for a model crystal

Consider an fcc crystal with the Morse pair potential

\[
u(r)=\varepsilon\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right],
\]

with \(\varepsilon=0.25\) eV, \(\alpha=1.5\) per angstrom and \(r_0=2.7\) angstrom. A linear function is subtracted so that energy and force vanish at 5 angstrom. These are round parameters, not those of a particular metal, and a pair potential leaves out the many-body part of metallic bonding. Minimizing the energy gives \(d=2.603\) angstrom and a bulk energy of \(-1.266\) eV per atom.

For a pair potential, the formation energy before relaxation can be predicted. The bulk energy per atom, \(e\), is half the sum of an atom's bond energies, since each bond is shared. Removing the atom costs \(-2e\), and adding it to the bulk gives back \(-e\), so the net cost is \(-e=1.266\) eV, as the supercell confirms. Relaxation around the empty site lowers this by 0.039 eV. In a cell of 256 sites, held at the volume of the perfect crystal,

\[
E_f=1.227\ \text{eV},\qquad E_m=0.493\ \text{eV},\qquad E_f+E_m=1.720\ \text{eV},
\]

and the sum equals 166.0 kJ/mol. Going from 108 to 256 sites changes each energy by about 0.001 eV, and in larger cells \(E_m\) rises a little further, to about 0.494 eV, so the fourth digits used below belong to this cell only. Letting the size and shape of the 256-site cell relax to zero stress leaves \(E_f\) almost unchanged but lowers \(E_m\) by 0.010 eV. This is a finite-size effect that falls as \(1/N\), and both choices approach the same limit. The barrier supplies 29 percent of the activation energy. This share should not be carried over to a real metal: there, many-body bonding usually makes the formation energy much smaller than the binding energy per atom, so both energies have to be calculated for the metal in question.

The top of the path is the midpoint between the two sites. In the 108-site cell it has one direction of negative curvature, and relaxation from either side of it leads to a state with the energy of the relaxed vacancy. The barrier therefore does belong to a jump between two equivalent states.

For the remaining factors I choose \(S_f=1k\) and a mass of 60 u; the cosine well then gives \(\nu=2.419\) THz. Neither \(S_f\) nor \(\nu\) is calculated from the vibrations of the whole crystal, so the absolute values of \(c\), \(w\) and \(D\) below, and the times and the bend temperature derived from them, are only illustrative. The harmonic vibrations of this model crystal would give about \(3k\) and 6 THz, which raises \(D\) roughly twentyfold at both temperatures. The ratios between two temperatures do not depend on these two choices. All energies and the neighbour distance are those of the static crystal. At 1000 K so weakly bound a crystal would expand by a few percent in spacing and may be close to melting, so the two temperatures serve to illustrate the formulas and not to predict the behaviour of the hot crystal. At 1000 K, \(kT=0.08617\) eV and

\[
c=e^{1-1.2273/0.08617}=1.77\times10^{-6},
\]
\[
w=(2.419\times10^{12}\ \text{s}^{-1})\,e^{-0.4931/0.08617}=7.91\times10^{9}\ \text{s}^{-1},
\]
\[
D=2(0.7814)(1.774\times10^{-6})(7.913\times10^{9})(2.6033)^2
=1.49\times10^{5}\ \text{angstrom}^2/\text{s},
\]

or \(1.49\times10^{-15}\ \text{m}^2/\text{s}\). At 600 K, \(kT=0.05170\) eV, and the same formulas give \(c=1.33\times10^{-10}\), \(w=1.74\times10^{8}\ \text{s}^{-1}\) and \(D=0.247\ \text{angstrom}^2/\text{s}\).

On cooling, the exchange rate falls by a factor of 45, but the vacancy fraction falls by a factor of \(1.33\times10^4\). Most of the change in \(D\), a factor of \(6.03\times10^5\) in all, comes from the term your plan leaves out.

Scaling down from 1000 K with \(E_m\) alone would give \(3.28\times10^3\ \text{angstrom}^2/\text{s}\) at 600 K. Relative to the equilibrium value this is too large by the factor

\[
\exp\left[E_f\left(\frac{1}{kT_{\rm cold}}-\frac{1}{kT_{\rm hot}}\right)\right]
=e^{1.2273\,(19.34-11.60)}\approx1.3\times10^4 .
\]

As a test of the slopes, \(c\) was also obtained from the explicit sum over \(n\) and \(w\) from the full well integral. Near 1000 K the numerical slope of \(\ln D\) is then 1.714 eV with equilibrium vacancies and 0.487 eV with a fixed vacancy fraction. Both lie 0.006 eV below the simple formulas.

This small shift comes from the shape of the well. The next term of the cosine is \(-\kappa(2\pi/d)^2s^4/24\), which makes the well wider than a parabola. With \(\langle s^4\rangle=3(kT/\kappa)^2\), it multiplies the well integral by \(1+kT/4E_m\) to leading order. The slope then drops by \((kT)^2/4E_m=0.004\) eV. The rest comes from higher terms, which are not negligible because \(kT/E_m\) is 0.17. The rate itself is 6 percent below its harmonic value at 1000 K and 3 percent below at 600 K.

### When the slope really is the barrier

Suppose the crystal is cooled so quickly from 1000 K that its vacancies have no time to disappear. Then \(c\) is a constant, \(\ln D=\text{constant}-\beta E_m\), and the slope is \(E_m\). Your extrapolated value at 600 K is the diffusion coefficient of this quenched crystal.

How long can such a state last? At 600 K in the model,

\[
D_v=2wd^2=2(1.744\times10^8)(2.6033)^2\approx2.4\times10^9\ \text{angstrom}^2/\text{s}.
\]

If surfaces, grain boundaries or dislocations that absorb vacancies are about \(\ell=10^4\) angstrom away, the time to reach them is of order \(\ell^2/D_v\), with a factor set by the geometry: \(\ell^2/6D_v\approx0.007\) s if absorbers surround the vacancy on all sides, \(\ell^2/2D_v\approx0.02\) s midway between two planes, and about 0.2 s for dislocation lines, which are harder to find. A measurement lasting minutes at 600 K would not see the frozen population. At lower temperatures, or with absorbers farther apart, the state lasts longer, provided that the vacancies do not gather into clusters first. The assumption that they do not interact leaves this out.

An idealized intermediate case has a fraction \(c_0\) of vacancies, independent of temperature, in addition to the thermal fraction \(x\). Then \(D\propto(c_0+x)w\). Since \(dx/d\beta=-E_fx\),

\[
Q_{\rm local}=-\frac{d\ln D}{d\beta}=E_m+\frac{x}{c_0+x}\,E_f .
\]

For \(x\gg c_0\) this is \(E_f+E_m\), and for \(x\ll c_0\) it is \(E_m\). The plot of \(\ln D\) against \(1/T\) bends where \(x=c_0\), that is, at

\[
kT=\frac{E_f}{S_f/k-\ln c_0}.
\]

With \(c_0=10^{-8}\) the model gives \(kT=1.2273/(1+18.42)=0.0632\) eV, or about 730 K. A slope measured below the bend must not be used above it, nor the reverse. Steady irradiation does not in general give a fixed \(c_0\): vacancies that move faster are also absorbed faster, so the extra fraction itself depends on temperature.

### What changes in a real material

If the formation energy and entropy vary with temperature, write the formation free energy at fixed pressure as \(G_f=H_f-TS_f\), so that \(c=e^{-\beta G_f}\). Using \(dG_f/dT=-S_f\) and \(\beta\,d/d\beta=-T\,d/dT\),

\[
-\frac{d\ln c}{d\beta}=\frac{d(\beta G_f)}{d\beta}=G_f+\beta\frac{dG_f}{d\beta}=G_f+TS_f=H_f(T).
\]

The vacancy contribution to the slope is then the formation enthalpy at that temperature, and the plot may curve. At finite pressure, too, enthalpies take the place of energies.

If several mechanisms act side by side, such as single vacancies, pairs of vacancies and interstitial atoms, then \(D=\sum_iD_i\) and

\[
Q_{\rm local}=\frac{\sum_iD_iQ_i}{\sum_iD_i},
\]

an average weighted by what each mechanism contributes at that temperature. For these defects in equilibrium, each \(Q_i\) has its own formation and migration part.

In a semiconductor such as silicon, a defect can be charged. A defect of charge \(+q\), in units of the elementary charge, has given \(q\) electrons to a reservoir at the Fermi level \(\mu\), so its formation energy contains \(+q\mu\). The concentration then depends on doping. If the Fermi level moves with temperature, the slope contains \(q\,d(\beta\mu)/d\beta\) in place of \(q\mu\), so it is in general not the formation energy at that temperature.

### What to do with your calculation

Keep the barrier and add one total energy, that of the perfect supercell, calculated with the same method and numerical settings. It gives \(E_f\) from the relaxed vacancy cell you already have. Use \(E_f+E_m\) when vacancies have time to reach equilibrium at each temperature, and \(E_m\) for the motion of vacancies themselves or for atoms in a crystal whose vacancy content stays fixed. Both rules concern the interior of a crystal. In interconnect lines, grain boundaries and interfaces can carry far more atoms than the interior does, and these paths need activation energies of their own. The numerical output below lists the main values used here.

## Calculated quantities

```
Morse well depth: 0.25 eV
Morse range parameter: 1.50 1/angstrom
Morse pair minimum: 2.70 angstrom
Potential cutoff: 5.00 angstrom
Atomic mass: 60.0 u
Formation entropy: 1.0 k
Neighbour distance: 2.6033 angstrom
Bulk energy per atom: -1.2661 eV
Unrelaxed formation energy: 1.2661 eV
Formation energy, 108 sites: 1.2283 eV
Migration barrier, 108 sites: 0.4919 eV
Formation energy, 256 sites: 1.2273 eV
Migration barrier, 256 sites: 0.4931 eV
Sum E_f + E_m, 256 sites: 1.7204 eV
Sum E_f + E_m: 166.0 kJ/mol
Share of E_m in the sum: 28.7 percent
Negative saddle curvatures: 1
Relaxed jump length, 108 sites: 2.5367 angstrom
Mean cosine of successive jumps, 1000 sites: -0.1220
Correlation factor, 1000 sites: 0.7825
Correlation factor, extrapolated: 0.7814
Attempt frequency: 2.419 THz
Numerical slope, equilibrium vacancies, near 1000 K: 1.7140 eV
Numerical slope, frozen vacancies, near 1000 K: 0.4867 eV
kT at 1000 K: 0.08617 eV
Equilibrium vacancy fraction at 1000 K: 1.774e-06
Exchange rate w at 1000 K: 7.913e+09 1/s
Integrated rate / harmonic rate at 1000 K: 0.9446
Equilibrium D at 1000 K: 1.487e+05 angstrom^2/s
kT at 600 K: 0.05170 eV
Equilibrium vacancy fraction at 600 K: 1.334e-10
Exchange rate w at 600 K: 1.744e+08 1/s
Integrated rate / harmonic rate at 600 K: 0.9705
Equilibrium D at 600 K: 2.465e-01 angstrom^2/s
Equilibrium D at 1000 K: 1.487e-15 m^2/s
D at 600 K with vacancies frozen from 1000 K: 3.276e+03 angstrom^2/s
Equilibrium D ratio, 1000 K to 600 K: 6.032e+05
Frozen-vacancy D ratio, 1000 K to 600 K: 4.538e+01
Overestimate at 600 K from using E_m alone: 1.329e+04
```
